\section*{Spin-orbit contact shielding of the proton in a model of HI, part 2}

In a closed-shell molecule such as HI, spin-orbit coupling turns the orbital response to a uniform field $\mathbf B$ into spin polarization, which the Fermi-contact interaction turns into a field at the proton. Hartree atomic units are used, with $\alpha$ the fine-structure constant and $g=2.002319$. The shielding $\sigma_{uv}=\partial^2E_{\rm el}/\partial\mu_u\partial B_v$ is taken at $\mu=B=0$, with $\boldsymbol\mu$ the moment of the light nucleus at $\mathbf R$.

The spin-free $H_0$ has a non-degenerate singlet ground state $|0\rangle$, with expectation values $\langle\cdots\rangle$. The resolvent $R=\sum_{n\neq0}|n\rangle\langle n|/\Delta_n$, $\Delta_n=E_n-E_0$, has singlet and triplet parts $R_S$, $R_T$. The perturbations are $Z_v=\tfrac12L_v$, $F_u=\kappa\sum_i\delta(\mathbf r_i-\mathbf R)s_u(i)$ with $\kappa=\frac{4\pi}{3}g\alpha^2$, and $V=\sum_kV_k$, $V_k=\sum_ih_k(i)s_k(i)$, where $\mathbf h=\tfrac12\alpha^2\nabla U\times\mathbf p$ and $U$ is the electron's potential energy. The vector potential of $\mathbf B$ is $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. The spin-dipole operator couples electron spin to the traceless part of the nuclear field.

Any operator $O_k=\sum_io(i)s_k(i)$ turns a singlet into a pure triplet. Hence $E^{(1)}=0$, the second-order contact term $-2\,\mathrm{Re}\langle F_uRZ_v\rangle$ vanishes, and the spin-free paramagnetic operator $P_u$ gives no term linear in $V$. To first order in $V$, where only $V_u$ contributes together with $F_u$,
\begin{equation}
\sigma^{\rm SO}_{uv}=2\,\mathrm{Re}\big[\langle F_uR_TVR_SZ_v\rangle+\langle F_uR_TZ_vR_TV\rangle+\langle VR_TF_uR_SZ_v\rangle\big].
\label{general}
\end{equation}
Equivalently,
\begin{equation}
\sigma^{\rm SO}_{uv}=\kappa\,\frac{\partial}{\partial B_v}\Big\langle\sum_i\delta(\mathbf r_i-\mathbf R)s_u(i)\Big\rangle_{B,V}.
\label{hf}
\end{equation}
The spin Zeeman operator $(g/2)\mathbf B\cdot\mathbf S$ adds
\begin{equation}
\sigma^{\rm SZ}_{uv}=g\,\mathrm{Re}\Big[i\sum_k\epsilon_{vku}C_k\Big],
\label{sz}
\end{equation}
with $C_k=\langle F_uR^2\sum_ih_k(i)s_u(i)\rangle$. This tensor is antisymmetric and vanishes in $C_{\infty v}$.

Equation~\eqref{general}, the vanishing of the first-order, second-order contact and $P_u$ terms, and the antisymmetry of the spin Zeeman tensor were tested on a correlated four-electron, four-orbital model with random integrals and no symmetry, by finite differences of its lowest eigenvalue. In the arbitrary units of that model the largest element of Eq.~\eqref{general} is $0.04103$ and the largest absolute deviation from the finite differences is $1.2\times10^{-7}$; the spin Zeeman tensor, computed with $S_v$ in place of $(g/2)S_v$, reaches $0.02556$ while its symmetric part is $4.2\times10^{-8}$, at the level of the numerical error.

Besides the spin Zeeman term, two contributions linear in the spin-orbit coupling survive the spin rules and are left out of Eq.~\eqref{general}. The spin-dipole operator is a sum of operators of type $O_k$ and can take the place of $F_u$, also in the spin Zeeman term, which then need not vanish in a linear molecule. The second comes from replacing $\mathbf p$ by $\mathbf p+\mathbf A$ in $\mathbf h$. With the origin of $\mathbf A$ at the centre of a central $U$ and $\mathbf r\times(\mathbf B\times\mathbf r)=r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)$, the new operator is
\begin{equation}
G=\tfrac12\alpha^2\,\mathbf s\cdot(\nabla U\times\mathbf A)=\frac{\alpha^2}{4}\frac{U'}{r}\big[r^2\,\mathbf s\cdot\mathbf B-(\mathbf s\cdot\mathbf r)(\mathbf r\cdot\mathbf B)\big],
\end{equation}
and it pairs with $F_u$ already in second order. Moving the origin adds a constant vector to $\mathbf A$, which a phase factor on the wave function removes without affecting $F_u$; the sum of Eq.~\eqref{general} and the $G$ term is therefore independent of the origin in a complete basis, whereas Eq.~\eqref{general} alone is not. With the origin at the heavy nucleus, the size of $G$ per unit field is about $\alpha^2\langle rU'\rangle/4$, to be compared with the combination $VRZ\sim\zeta/2\Delta$ that it replaces, where $\zeta$ is the spin-orbit constant and $\Delta$ an excitation energy. The virial theorem for a local central potential gives $\langle rU'\rangle=2\langle T\rangle$, so the comparison is between $\alpha^2\langle T\rangle$ and $\zeta/\Delta$. For $\zeta/\Delta\approx0.1$ the two would be equal only for an orbital kinetic energy of the order of $10^3$ hartree, far above that of a valence orbital. This is an order-of-magnitude estimate, not a computed result, and it applies only with the origin at the heavy atom.

When $|0\rangle$ is a closed-shell determinant and the relevant excited states are single spin-adapted configurations, the matrix elements in Eq.~\eqref{general} reduce to orbital integrals. Quantize the spin along $u$, let $i,j$ label occupied and $c,d$ empty orbitals, and define the orthonormal determinants $|ic,m\rangle=a^\dagger_{cm}a_{im}|0\rangle$ and the combinations
\begin{equation}
|{}^1ic\rangle=\frac1{\sqrt2}\sum_m|ic,m\rangle,\qquad|{}^3ic\rangle=\frac1{\sqrt2}\sum_m2m\,|ic,m\rangle .
\end{equation}
The first is generated from $|0\rangle$ by a spin-free operator and the second by one of type $O_u$, so they are a singlet and a triplet. Let $O^{(m)}=\sum_{pq}o_{pq}a^\dagger_{pm}a_{qm}$; the spin-free operator is $O=\sum_mO^{(m)}$ and the spin-carrying one is $O_u=\sum_mm\,O^{(m)}$. The term $a^\dagger_{cm}a_{im}$ gives $\langle ic,m|O^{(m)}|0\rangle=o_{ci}$. Moving the particle from $c$ to $d$ uses $a_d^\dagger a_c\,a_c^\dagger a_i|0\rangle=a^\dagger_da_i|0\rangle$ and gives $+o_{dc}$. Moving the hole from $i$ to $j$ uses the term $o_{ij}a_i^\dagger a_j$, and
\begin{equation}
a_i^\dagger a_j\,a_c^\dagger a_i|0\rangle=a_ja_c^\dagger\,a_i^\dagger a_i|0\rangle=a_ja_c^\dagger|0\rangle=-a_c^\dagger a_j|0\rangle,
\end{equation}
where $a_i^\dagger$ has passed two operators without a net sign and the last exchange costs one; the element is $-o_{ij}$. The diagonal element of $O^{(m')}$ in $|ic,m\rangle$ is the sum over occupied orbitals, $\sum_ko_{kk}+\delta_{mm'}(o_{cc}-o_{ii})$, and the first part cancels in $O_u$ because $\sum_{m'}m'=0$. Determinants excited in opposite spins differ in two spin orbitals and are not connected by a one-electron operator. With $\sum_m1=2$, $\sum_m2m^2=1$ and $\sum_m(2m)^2=2$,
\begin{align}
\langle{}^1ic|O|0\rangle&=\sqrt2\,o_{ci}, & \langle{}^3ic|O_u|0\rangle&=o_{ci}/\sqrt2,\nonumber\\
\langle{}^3jc|O_u|{}^1ic\rangle&=-\tfrac12o_{ij}, & \langle{}^3jc|O|{}^3ic\rangle&=-o_{ij},\nonumber\\
\langle{}^3id|O_u|{}^1ic\rangle&=+\tfrac12o_{dc}, & \langle{}^3id|O|{}^3ic\rangle&=+o_{dc},\nonumber\\
\langle{}^3ic|O_u|{}^1ic\rangle&=\tfrac12(o_{cc}-o_{ii}), &&
\label{rules}
\end{align}
for $j\neq i$ and $d\neq c$. In the four-orbital model treated next, the opposite signs for moving a hole and moving a particle decide whether the light nucleus is shielded or deshielded.

\section{The sigma--pi model of HI}

The shielding is $\sigma_{uv}=\partial^2E_{\rm el}/\partial\mu_u\partial B_v$ in atomic units, positive when the induced field opposes $\mathbf B$. The operators are $Z_v=\tfrac12L_v$, the spin-orbit coupling $V=\sum_kV_k$ with $V_k=\sum_ih_k(i)s_k(i)$, and the contact operator $F_u=\kappa\sum_i\delta(\mathbf r_i-\mathbf R)s_u(i)$ with $\kappa=(4\pi/3)g\alpha^2$. To first order in $V$ the contact contribution is the sum of three orderings in Eq.~\eqref{general}, only $V_u$ contributes together with $F_u$, the spin Zeeman term \eqref{sz} vanishes in $C_{\infty v}$, the shielding equals $\kappa$ times the induced spin density per unit field, Eq.~\eqref{hf}, and elements between singly excited configurations follow from the rules \eqref{rules}.

The model keeps four real valence orbitals, taken as orthonormal: $s$ on hydrogen and $p_x,p_y,p_z$ on iodine, with $z$ along the bond and the origin at the iodine nucleus. All operators are kept in one-centre form. The angular momentum acts within the $p$ shell and annihilates $s$; this neglects elements such as $\langle p_y|l_x|s\rangle$, which, because $l_xp_y=ip_z$, equal the overlap $\langle s|p_z\rangle$ in magnitude and are dropped together with it, although this overlap need not be small in a real bond. The spin-orbit operator is $\mathbf h=\zeta\,\mathbf l$ with $\zeta=\tfrac12\alpha^2\langle U'/r\rangle>0$ averaged over the $p$ radial function. The delta function has the single element $\langle s|\delta|s\rangle=\rho$, the $1s$ density at the proton. In the same approximation the spin-dipole operator vanishes, since its one-centre element in a spherical $s$ function is zero; its elements between iodine orbitals, of order $R_{\rm HI}^{-3}$ against $8\pi\rho/3$ for the contact term, are dropped, and so are its elements between $s$ and the iodine orbitals. The contact elements that arise from the tail of $p_z$ at the proton are neglected as well; like the overlap, they need not be small in a real bond.

Since $\mathbf l$ commutes with functions of $r$, its action on $p_k\propto x_kf(r)$ is its action on the coordinate $x_k$. From $l_x=-i(y\partial_z-z\partial_y)$ and $l_z=-i(x\partial_y-y\partial_x)$,
\begin{equation}
l_xp_x=0,\quad l_xp_y=ip_z,\quad l_xp_z=-ip_y;\qquad l_zp_x=ip_y,\quad l_zp_y=-ip_x,\quad l_zp_z=0 .
\end{equation}
The molecular orbitals are
\begin{equation}
\sigma=a\,s+b\,p_z,\qquad\sigma^*=b\,s-a\,p_z,\qquad\pi_x=p_x,\qquad\pi_y=p_y,\qquad a^2+b^2=1,
\end{equation}
and the six electrons form the closed shell $\sigma^2\pi^4$ with $\sigma^*$ the only empty orbital. The orbital integrals follow by inserting the coefficients:
\begin{align}
\langle\sigma^*|l_x|\pi_y\rangle&=i\langle\sigma^*|p_z\rangle=-ia, & \langle\pi_y|l_x|\sigma\rangle&=b\langle p_y|l_x|p_z\rangle=-ib,\nonumber\\
\langle\sigma^*|\delta|\sigma\rangle&=ab\rho, & \langle\sigma^*|\delta|\sigma^*\rangle&=b^2\rho,\qquad\langle\sigma|\delta|\sigma\rangle=a^2\rho .
\label{orb}
\end{align}
The element $\langle\sigma^*|l_x|\sigma\rangle$ is zero because $l_xp_z$ has no $p_z$ component, and $\delta$ has no element involving a $\pi$ orbital.

Singlets and triplets enter Eq.~\eqref{general} differently, so the model needs an exchange splitting. It is introduced through
\begin{equation}
H_0=\sum_p\varepsilon_pn_p-2K_\Pi\,\mathbf S_\pi\cdot\mathbf S_{\sigma^*}-2K_\Sigma\,\mathbf S_\sigma\cdot\mathbf S_{\sigma^*},
\end{equation}
where $n_p$ counts the electrons in orbital $p$ and $\mathbf S_\pi$, $\mathbf S_\sigma$, $\mathbf S_{\sigma^*}$ are the total spins of the electrons in those orbitals. This operator conserves every $n_p$ and the total spin. An empty or doubly filled orbital has no spin, so the closed shell is an exact eigenstate. A single excitation $i\to\sigma^*$ leaves two spins $\tfrac12$ with $\mathbf S_1\cdot\mathbf S_2=\tfrac12[S(S+1)-\tfrac32]$, which is $\tfrac14$ for the triplet and $-\tfrac34$ for the singlet. With $\Delta\varepsilon=\varepsilon_{\sigma^*}-\varepsilon_i$,
\begin{equation}
{}^3\Delta=\Delta\varepsilon-\tfrac12K,\qquad{}^1\Delta=\Delta\varepsilon+\tfrac32K,
\end{equation}
so the four excitation energies ${}^{1,3}\Delta_\Pi$ of $\pi\to\sigma^*$ and ${}^{1,3}\Delta_\Sigma$ of $\sigma\to\sigma^*$ can be chosen freely. The model has no ground-state correlation and no mixing of configurations.

For field and moment along $x$, each outer operator reaches one configuration. The operators $Z_x$ and $V_x$ contain $l_x$, whose only occupied-to-empty element is $\pi_y\to\sigma^*$; they reach $|{}^1\Pi\rangle=|{}^1\pi_y\sigma^*\rangle$ and $|{}^3\Pi\rangle=|{}^3\pi_y\sigma^*\rangle$. The operator $F_x$ reaches $|{}^3\Sigma\rangle=|{}^3\sigma\sigma^*\rangle$. The rules \eqref{rules} and the integrals \eqref{orb} give
\begin{align}
\langle{}^1\Pi|Z_x|0\rangle&=\tfrac12\sqrt2\,(-ia)=-\frac{ia}{\sqrt2}, & \langle{}^3\Pi|V_x|0\rangle&=-\frac{ia\zeta}{\sqrt2},\nonumber\\
\langle{}^3\Sigma|F_x|0\rangle&=\frac{\kappa ab\rho}{\sqrt2}, & \langle{}^3\Sigma|V_x|{}^1\Pi\rangle&=-\tfrac12\zeta(-ib)=\frac{ib\zeta}{2},\nonumber\\
\langle{}^3\Sigma|Z_x|{}^3\Pi\rangle&=-\tfrac12(-ib)=\frac{ib}{2}, & \langle{}^3\Pi|F_x|{}^1\Pi\rangle&=\tfrac12\kappa(b^2\rho-0).
\end{align}
In the two elements between $\Pi$ and $\Sigma$ the hole moves from $i=\pi_y$ to $j=\sigma$, which brings in $-\langle\pi_y|l_x|\sigma\rangle$. The numerators of the three orderings, using $\langle0|A|n\rangle=\langle n|A|0\rangle^*$, are
\begin{align}
2\,\langle0|F_x|{}^3\Sigma\rangle\langle{}^3\Sigma|V_x|{}^1\Pi\rangle\langle{}^1\Pi|Z_x|0\rangle&=2\,\frac{\kappa ab\rho}{\sqrt2}\,\frac{ib\zeta}{2}\,\frac{-ia}{\sqrt2}=\tfrac12\kappa\zeta\rho a^2b^2,\\
2\,\langle0|F_x|{}^3\Sigma\rangle\langle{}^3\Sigma|Z_x|{}^3\Pi\rangle\langle{}^3\Pi|V_x|0\rangle&=2\,\frac{\kappa ab\rho}{\sqrt2}\,\frac{ib}{2}\,\frac{-ia\zeta}{\sqrt2}=\tfrac12\kappa\zeta\rho a^2b^2,\\
2\,\langle0|V_x|{}^3\Pi\rangle\langle{}^3\Pi|F_x|{}^1\Pi\rangle\langle{}^1\Pi|Z_x|0\rangle&=2\,\frac{+ia\zeta}{\sqrt2}\,\frac{\kappa b^2\rho}{2}\,\frac{-ia}{\sqrt2}=\tfrac12\kappa\zeta\rho a^2b^2 .
\end{align}
In each line $i\cdot(-i)=1$ and the numerical factors multiply to $2\cdot\tfrac12\cdot\tfrac12$. The $yy$ element equals the $xx$ element by the axial symmetry. For field and moment along $z$, $l_z$ only interchanges the two filled $\pi$ orbitals, so $Z_z|0\rangle=0$, which removes the first and third orderings, and $V_z|0\rangle=0$, which removes the second. Off-diagonal elements vanish by symmetry: a half turn about $z$, applied to space and spin together, reverses the sign of $xz$ and $yz$ elements, and a reflection in the $xz$ plane does so for $xy$ and $yx$. Attaching the denominators,
\begin{equation}
\sigma_\perp=\tfrac12\kappa\zeta\rho\,a^2b^2\left[\frac1{{}^1\Delta_\Pi\,{}^3\Delta_\Sigma}+\frac1{{}^3\Delta_\Pi\,{}^3\Delta_\Sigma}+\frac1{{}^1\Delta_\Pi\,{}^3\Delta_\Pi}\right],\qquad\sigma_\parallel=0,\qquad\sigma_{\rm iso}=\tfrac23\sigma_\perp .
\label{result}
\end{equation}

Every factor is positive, so in this model and at this order the proton is shielded. The third term has no counterpart among processes that end in the ${}^3\Sigma$ state: there the contact operator converts ${}^1\Pi$ into ${}^3\Pi$ because the $\sigma^*$ electron has density at the proton and the $\pi$ hole has none. When $\Sigma$ lies above both $\Pi$ states it is the largest of the three. The energy ${}^1\Delta_\Sigma$ does not appear, since no outer operator reaches the singlet $\sigma\to\sigma^*$ state. The factor $a^2b^2=a^2(1-a^2)$ is largest, $\tfrac14$, for an evenly shared bond and vanishes at both ionic limits. For $a\to0$ (H$^+$I$^-$) the empty orbital is pure $s$ and $l_x$ cannot reach it; for $b\to0$ (H$^-$I$^+$ with an empty $p_z$) the hydrogen orbital is full for both spins. The shielding itself vanishes in these limits if the excitation energies are held fixed, but for $b\to0$ they need not be, because the empty $p_z$ approaches the $\pi$ orbitals in energy. For independent electrons with a fixed coupling $-t$ between $s$ and $p_z$, the eigenvalue equation gives $\Delta_\Pi=tb/a$, and the third term of Eq.~\eqref{result} contributes $a^2b^2/\Delta_\Pi^2=a^4/t^2$, which stays finite. The third-order formula then holds only while $\zeta$ remains small compared with $\Delta_\Pi$. The factor $\rho$ shows that the light atom must contribute $s$ character to the bond; a neighbour bonding through a pure $p$ orbital would have no contact term in this approximation.

In the four-orbital model of HI the third-order contact term shields the proton, with a positive $\sigma_\perp$ and zero $\sigma_\parallel$. It remains to rederive the result for independent electrons, explain its mechanism and its dependence on the $\pi$ filling, and evaluate its size and the higher orders in $\zeta$.
